**Two clocked [111] plates: first-order cancellation and what remains**

The program tests that two equal [111] plates of an m3m cubic crystal, turned by 60° relative to each other, have the rotationally symmetric retardance $D=4BL(-s^2+7s^4/6)$, $O=0$ to first order in the birefringence. Here $B$ is the index difference for a ray along [110], $L$ the path in one plate, $s$ the sine of the internal ray angle, and $D$ and $O$ the radial-minus-tangential and diagonal retardances. It asserts the three-constant form of the permittivity by averaging a random tensor over the cubic group, and the angular formulas against direct sums over the cube edges. It also compares the retardance of one plate with a self-consistent solution of the wave equation at fixed tangential wavevector. Products of Jones matrices test the second-order circular term, and Fourier analysis tests the dependence on clocking angle and the surviving sixfold part of the next order in the wavevector. For the 193 nm example, one plate varies from 1.21 to 7.48 nm over azimuth, while the clocked pair has 6.26 nm throughout at first order. The full product adds a circular part of at most 0.398 nm. The output also sizes clocking, tilt, thickness and stress errors and the effect of an uncoated air gap, using assumed inputs.

## Program and output

```python
"""
Result under test: two equal [111] plates of an m3m cubic crystal, one turned
by 60 degrees about the axis, have a rotationally symmetric retardance to first
order in the birefringence, at every ray angle:
    pair D = 4 B L (-s^2 + 7 s^4/6),   pair O = 0.
s, c   : sine and cosine of the ray angle theta inside the plates
phi    : ray azimuth, zero at the projection of a cube edge
B      : n[1-10] - n[001] for a ray along [110]
L      : path length in one plate, thickness / c
D, O   : radial-minus-tangential and diagonal retardance (optical path)
M      : transverse 2x2 matrix; the index change is 2 B M
Polarization basis: e_theta (radial), e_phi (tangential).
"""
import itertools
import numpy as np
from scipy.linalg import expm

ROOT2 = np.sqrt(2.0)
CUT = np.array([[2, -1, -1] / np.sqrt(6), [0, 1, -1] / np.sqrt(2),
                [1, 1, 1] / np.sqrt(3)])


def cube_edges(clock=0.0, tilt=0.0):
    """Rows are the cube edges in the lab frame, z along the plate normal."""
    cc, sc = np.cos(clock), np.sin(clock)
    ct, st = np.cos(tilt), np.sin(tilt)
    turn = np.array([[cc, -sc, 0], [sc, cc, 0], [0, 0, 1]])
    lean = np.array([[1, 0, 0], [0, ct, -st], [0, st, ct]])
    return (lean @ turn @ CUT).T


def ray_frame(theta, phi):
    s, c = np.sin(theta), np.cos(theta)
    ray = np.array([s * np.cos(phi), s * np.sin(phi), c])
    radial = np.array([c * np.cos(phi), c * np.sin(phi), -s])
    tangential = np.array([-np.sin(phi), np.cos(phi), 0.0])
    return ray, np.array([radial, tangential])


def edge_sum(theta, phi, clock=0.0, tilt=0.0, power=2):
    """M from its definition as a sum over the three cube edges."""
    edges = cube_edges(clock, tilt)
    ray, basis = ray_frame(theta, phi)
    weights = (edges @ ray) ** power
    comps = edges @ basis.T
    return comps.T @ (weights[:, None] * comps)


def stokes(m):
    return np.array([m[0, 0] - m[1, 1], 2 * m[0, 1]])


def parts(theta):
    """Derived coefficients: symmetric, cos(3 phi) in D, sin(3 phi) in O."""
    s, c = np.sin(theta), np.cos(theta)
    return (-s**2 + 7 * s**4 / 6, 2 * ROOT2 / 3 * c**3 * s,
            -ROOT2 / 3 * s * (3 * c**2 - 1))


def formula(theta, phi):
    sym, a, b = parts(theta)
    return np.array([sym + a * np.cos(3 * phi), b * np.sin(3 * phi)])


rng = np.random.default_rng(4)
azimuths = np.arange(72) * 2 * np.pi / 72
SIXTY = np.pi / 3

# Cubic symmetry: average a random tensor over all 48 signed permutations.
t = rng.normal(size=(3, 3, 3, 3))
t = t + t.transpose(1, 0, 2, 3)
t = t + t.transpose(0, 1, 3, 2)
average = np.zeros_like(t)
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        g = np.eye(3)[list(perm)] * np.array(signs)[:, None]
        average += np.einsum('ai,bj,ck,dl,ijkl->abcd', g, g, g, g, t,
                             optimize=True) / 48
unit = np.eye(3)
forms = [np.einsum('ij,kl->ijkl', unit, unit),
         np.einsum('ik,jl->ijkl', unit, unit)
         + np.einsum('il,jk->ijkl', unit, unit),
         np.einsum('ia,ja,ka,la->ijkl', unit, unit, unit, unit)]
design = np.array([f.ravel() for f in forms]).T
coef = np.linalg.lstsq(design, average.ravel(), rcond=None)[0]
assert np.allclose(design @ coef, average.ravel(), atol=1e-12)
assert np.linalg.matrix_rank(design) == 3

# Angular formulas against the edge sums, including the mean phase.
for theta, phi in zip(rng.uniform(0, 1.5, 40), rng.uniform(0, 6.28, 40)):
    m = edge_sum(theta, phi)
    s, c = np.sin(theta), np.cos(theta)
    trace = (2 / 3 - 4 * s**2 / 3 + 7 * s**4 / 6
             - 2 * ROOT2 / 3 * c * s**3 * np.cos(3 * phi))
    assert np.allclose(stokes(m), formula(theta, phi), atol=1e-12)
    assert abs(np.trace(m) - trace) < 1e-12
    pair_m = m + edge_sum(theta, phi, SIXTY)
    assert np.allclose(stokes(pair_m), [2 * parts(theta)[0], 0], atol=1e-12)
    pair_trace = 2 * (2 / 3 - 4 * s**2 / 3 + 7 * s**4 / 6)
    assert abs(np.trace(pair_m) - pair_trace) < 1e-12

# A ray along [110] fixes the factor between M and B.
angle_110 = np.arccos(np.sqrt(2 / 3))
split_110 = np.linalg.norm(stokes(edge_sum(angle_110, np.pi)))
assert abs(split_110 - 0.5) < 1e-12

# Near the axis: uniform magnitude, axis direction turning with azimuth.
small = 1e-4
for phi in azimuths[::7]:
    d, o = stokes(edge_sum(small, phi))
    in_lab = (d + 1j * o) * np.exp(2j * phi)
    expected = 2 * ROOT2 / 3 * small * np.exp(-1j * phi)
    assert abs(in_lab - expected) < 1e-3 * abs(expected)


def plate_modes(theta, phi, n, alphas):
    """Solve the wave equation with k-dependent permittivity (k0 = 1)
    at fixed tangential wavevector; return the splitting of k_z as (D, O)."""
    edges = cube_edges()
    k_tan = n * np.sin(theta)
    found = []
    for branch in (0, 1):            # 0: slow wave, 1: fast wave
        kz = n * np.cos(theta)
        for _ in range(12):
            k = np.array([k_tan * np.cos(phi), k_tan * np.sin(phi), kz])
            eps = ((n**2 + alphas[0] * (k @ k)) * np.eye(3)
                   + alphas[1] * np.outer(k, k)
                   + alphas[2] * edges.T @ np.diag((edges @ k)**2) @ edges)
            basis = ray_frame(np.arctan2(k_tan, kz), phi)[1]
            inverse = basis @ np.linalg.inv(eps) @ basis.T
            values, vectors = np.linalg.eigh(inverse)
            kz = np.sqrt(1 / values[branch] - k_tan**2)
        found.append((kz, vectors[:, branch]))
    w = found[0][1]
    return (found[0][0] - found[1][0]) * np.array([w[0]**2 - w[1]**2,
                                                   2 * w[0] * w[1]])


for theta, phi in [(0.2, 0.3), (0.5, 1.9), (0.64, 4.0), (1.0, 2.6)]:
    n_test, alphas = 1.5, (2e-7, -3e-7, 4e-7)
    b_test = alphas[2] * n_test / 4
    solved = plate_modes(theta, phi, n_test, alphas)
    derived = 2 * b_test * formula(theta, phi) / np.cos(theta)
    # first-order theory: relative error of the order of the alphas
    assert np.linalg.norm(solved - derived) < 1e-5 * np.linalg.norm(derived)

# Worked example, lengths in nm.
wavelength = 193.0
n = 1.5
B = 3.0e-7                    # 3 nm per cm
thickness = 20.0e6
air_sine = 0.9
theta = np.arcsin(air_sine / n)
s, c = np.sin(theta), np.cos(theta)
path = thickness / c
k0 = 2 * np.pi / wavelength
scale = 2 * B * path
sym, a, b = (scale * x for x in parts(theta))


def pattern(clock=0.0, tilt=0.0, thick=thickness, power=2):
    return np.array([2 * B * thick / c
                     * stokes(edge_sum(theta, p, clock, tilt, power))
                     for p in azimuths])


def spread(p):
    return np.linalg.norm(p - p.mean(axis=0), axis=1).max()


single = pattern()
aligned = 2 * single
clocked = single + pattern(SIXTY)
assert spread(clocked) < 1e-10 * spread(single)

# Threefold amplitude against clocking angle, by Fourier analysis.
for beta_deg in (0, 20, 45, 60, 75, 120):
    beta = np.radians(beta_deg)
    total = single + pattern(beta)
    third = 2 * abs(np.fft.fft(total[:, 0])[3]) / 72
    assert abs(third - 2 * a * abs(np.cos(1.5 * beta))) < 1e-10

# Next order in k: the threefold part cancels, a sixfold part survives.
next_order = pattern(power=4) + pattern(SIXTY, power=4)
harm = 2 * abs(np.fft.fft(next_order[:, 0])) / 72
assert harm[3] < 1e-10 and harm[6] > 1e-3 * scale

# Jones matrices of the real pair, beyond first order.
SIGMA = [np.array([[1, 0], [0, -1]], complex),
         np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]])]


def jones(phi, clock, strength=1.0):
    return expm(1j * k0 * scale * strength * edge_sum(theta, phi, clock))


def retarder_vector(j):
    """(D, O, V) in radians of a unitary Jones matrix."""
    j = j / np.sqrt(np.linalg.det(j))
    if np.trace(j).real < 0:
        j = -j
    q = np.array([(np.trace(m @ j) / 2j).real for m in SIGMA])
    size = np.linalg.norm(q)
    return 2 * np.arctan2(size, np.trace(j).real / 2) * q / size


def second_order_error(phi, strength):
    exact = retarder_vector(jones(phi, SIXTY, strength)
                            @ jones(phi, 0.0, strength))
    d0 = k0 * sym * strength
    o1 = k0 * b * np.sin(3 * phi) * strength
    return np.linalg.norm(exact - np.array([2 * d0, 0, -d0 * o1]))


for phi in (0.2, 0.35, 1.3):
    ratio = second_order_error(phi, 1.0) / second_order_error(phi, 0.5)
    assert abs(ratio - 8) < 0.5          # remaining error is third order

exact_pair = np.array([retarder_vector(jones(p, SIXTY) @ jones(p, 0.0))
                       for p in azimuths]) / k0
exact_size = np.linalg.norm(exact_pair, axis=1)
circular_exact = abs(exact_pair[:, 2]).max()
circular_formula = k0 * abs(sym * b)
assert abs(circular_exact / circular_formula - 1) < 0.02

# Uncoated air gap between the plates (single pass, no multiple reflections).
cos_air = np.sqrt(1 - air_sine**2)
T_s = 1 - ((n * c - cos_air) / (n * c + cos_air))**2
T_p = 1 - ((n * cos_air - c) / (n * cos_air + c))**2
gap = np.diag([T_p, T_s])
weak = 1e-3
for phi in (0.3, 1.2):
    cross = (jones(phi, SIXTY, weak) @ gap @ jones(phi, 0.0, weak))[0, 1]
    first = 0.5j * k0 * weak * b * np.sin(3 * phi) * (T_p - T_s)
    assert abs(cross - first) < 5e-3 * abs(first)
cross_contact = max(abs((jones(p, SIXTY) @ jones(p, 0.0))[0, 1])
                    for p in azimuths)
cross_gap = max(abs((jones(p, SIXTY) @ gap @ jones(p, 0.0))[0, 1])
                for p in azimuths)

# Manufacturing errors, sized with assumed values.
one_degree = np.radians(1.0)
clock_error = spread(single + pattern(SIXTY + one_degree))
assert abs(clock_error / (3 * one_degree * a) - 1) < 0.02
tilt_error = spread(single + pattern(SIXTY, tilt=one_degree))
mismatch = 0.1e6
thick_error = spread(single + pattern(SIXTY, thick=thickness + mismatch))
stress = 0.5e-7               # 0.5 nm per cm, assumed
stress_error = stress * 2 * path
lattice = 0.5                 # rough lattice length
next_scale = (2 * np.pi * n * lattice / wavelength)**2 * 2 * scale


def show(label, value, unit_name, digits=3):
    print(f"{label}: {value:.{digits}f} {unit_name}".rstrip())


size_1 = np.linalg.norm(single, axis=1)
size_al = np.linalg.norm(aligned, axis=1)
size_cl = np.linalg.norm(clocked, axis=1)
print("INPUTS (rough model values)")
show("wavelength", wavelength, "nm", 0)
show("refractive index", n, "", 1)
show("B", B * 1e7, "nm/cm", 1)
show("thickness of each plate", thickness / 1e6, "mm", 0)
show("ray sine in air", air_sine, "", 1)
print("RAY IN THE PLATES")
show("sin theta", s, "", 2)
show("cos theta", c, "", 2)
show("theta", np.degrees(theta), "deg", 2)
show("path L in one plate", path / 1e6, "mm", 1)
show("scale 2BL", scale, "nm", 2)
print("ONE PLATE")
show("symmetric part of D", sym, "nm")
show("cos 3phi amplitude in D", a, "nm")
show("sin 3phi coefficient in O", b, "nm")
show("smallest retardance over azimuth", size_1.min(), "nm")
show("largest retardance over azimuth", size_1.max(), "nm")
show("mean-phase trefoil amplitude", scale * ROOT2 / 3 * c * s**3, "nm")
print("TWO PLATES, FIRST ORDER")
show("aligned pair, smallest", size_al.min(), "nm")
show("aligned pair, largest", size_al.max(), "nm")
show("clocked pair, smallest", size_cl.min(), "nm")
show("clocked pair, largest", size_cl.max(), "nm")
show("clocked pair D", clocked[:, 0].mean(), "nm")
show("clocked pair D", clocked[:, 0].mean() / wavelength, "waves", 4)
for sine in (0.2, 0.4):
    ang = np.arcsin(sine)
    value = 4 * B * thickness / np.cos(ang) * parts(ang)[0]
    show(f"clocked pair D at sin theta {sine}", value, "nm")
print("TWO PLATES, FULL JONES PRODUCT")
show("total retardance, smallest", exact_size.min(), "nm", 4)
show("total retardance, largest", exact_size.max(), "nm", 4)
show("circular part, largest, exact", circular_exact, "nm", 4)
show("circular part, largest, formula", circular_formula, "nm", 4)
print("NEGLECTED EFFECTS (assumed sizes)")
show("clocking error 1 deg", clock_error, "nm")
show("crystal tilt 1 deg in one plate", tilt_error, "nm")
show("thickness mismatch 0.1 mm", thick_error, "nm")
show("stress birefringence assumed", stress * 1e7, "nm/cm", 1)
show("stress retardance, both plates", stress_error, "nm", 2)
show("lattice length, rough", lattice, "nm", 1)
show("next order in k, rough scale", next_scale, "nm")
show("air gap transmission T_p", T_p, "")
show("air gap transmission T_s", T_s, "")
show("cross amplitude, optical contact", cross_contact, "", 4)
show("cross amplitude, air gap", cross_gap, "", 4)
print("every check passed")
```

Output:

```
INPUTS (rough model values)
wavelength: 193 nm
refractive index: 1.5
B: 3.0 nm/cm
thickness of each plate: 20 mm
ray sine in air: 0.9
RAY IN THE PLATES
sin theta: 0.60
cos theta: 0.80
theta: 36.87 deg
path L in one plate: 25.0 mm
scale 2BL: 15.00 nm
ONE PLATE
symmetric part of D: -3.132 nm
cos 3phi amplitude in D: 4.344 nm
sin 3phi coefficient in O: -3.903 nm
smallest retardance over azimuth: 1.212 nm
largest retardance over azimuth: 7.476 nm
mean-phase trefoil amplitude: 1.222 nm
TWO PLATES, FIRST ORDER
aligned pair, smallest: 2.425 nm
aligned pair, largest: 14.953 nm
clocked pair, smallest: 6.264 nm
clocked pair, largest: 6.264 nm
clocked pair D: -6.264 nm
clocked pair D: -0.0325 waves
clocked pair D at sin theta 0.2: -0.934 nm
clocked pair D at sin theta 0.4: -3.408 nm
TWO PLATES, FULL JONES PRODUCT
total retardance, smallest: 6.2598 nm
total retardance, largest: 6.2640 nm
circular part, largest, exact: 0.3978 nm
circular part, largest, formula: 0.3980 nm
NEGLECTED EFFECTS (assumed sizes)
clocking error 1 deg: 0.227 nm
crystal tilt 1 deg in one plate: 0.224 nm
thickness mismatch 0.1 mm: 0.022 nm
stress birefringence assumed: 0.5 nm/cm
stress retardance, both plates: 2.50 nm
lattice length, rough: 0.5 nm
next order in k, rough scale: 0.018 nm
air gap transmission T_p: 0.990
air gap transmission T_s: 0.782
cross amplitude, optical contact: 0.0065
cross amplitude, air gap: 0.0144
every check passed
```
